# Which 1s Excitons of a Zincblende Gamma6–Gamma8 Edge Couple to Light

## Problem

A zincblende semiconductor has its direct gap at $\mathbf k=0$. The conduction edge is an s-like doublet $\Gamma_6$ and the valence edge a p-like quartet $\Gamma_8$. The 1s envelope is invariant under the point group $T_d$, and so is the filled-valence ground state $|0\rangle$. With one electron excited there are $2\times4=8$ exciton states.

(a) Show that they decompose as $\Gamma_3+\Gamma_4+\Gamma_5$.

(b) Construct the states explicitly.

(c) Show that in the electric-dipole approximation only the three $\Gamma_5$ states couple to light, and that all three do, with equal strength.

(d) Find the oscillator strength and the splitting of the octet by electron–hole exchange.

(e) Evaluate the results for a gap of 1.5 eV, Kane energy 25 eV, dielectric constant 12.5, electron mass 0.07 $m_0$, Luttinger parameters 7, 2, 3, split-off energy 0.35 eV and exchange constant $K=3\times10^{-5}$ eV at 4 K. Judge what the model omits.

**Conventions.** The algebra is in atomic units. In $T_d$ the coordinates $x,y,z$ belong to $\Gamma_5$ and an axial vector to $\Gamma_4$. The classes contain 1, 8, 3, 6 and 6 elements:

| | $E$ | $C_3$ | $C_2$ | $S_4$ | $\sigma_d$ |
|---|---|---|---|---|---|
| $\Gamma_1$ | 1 | 1 | 1 | 1 | 1 |
| $\Gamma_2$ | 1 | 1 | 1 | −1 | −1 |
| $\Gamma_3$ | 2 | −1 | 2 | 0 | 0 |
| $\Gamma_4$ | 3 | 0 | −1 | 1 | −1 |
| $\Gamma_5$ | 3 | 0 | −1 | −1 | 1 |

## Solution

### (a) Decomposition

Leave the envelope aside, since it is invariant, and write

$$|s;m)=a^\dagger_{cs}\,a_{vm}|0\rangle ,$$

where $s=\uparrow,\downarrow$ is the electron spin and $m$ labels the valence electron that has been *removed*. If $g$ acts on the conduction doublet by $U(g)$ and on the valence quartet by $V(g)$, creation operators transform with these matrices and annihilation operators with their complex conjugates. The octet therefore carries

$$D(g)=U(g)\otimes V(g)^* ,\qquad \chi_D=\chi_6\,\chi_8^* .$$

The sign ambiguity of spinor rotations occurs in both factors and cancels.

For a rotation by $\theta$, the characters of angular momentum $\tfrac12$ and $\tfrac32$ are $2\cos\frac\theta2$ and $2\cos\frac\theta2+2\cos\frac{3\theta}2$. An improper element is inversion times a rotation $R$: $S_4$ has a 90° rotation and $\sigma_d$ a 180° one. Inversion leaves spin and the s orbital unchanged but reverses the p orbitals, so $U(g)=U(R)$ and $V(g)=-V(R)$. In the order $E,C_3,C_2,S_4,\sigma_d$ this gives

$$\chi_6=(2,\,1,\,0,\,\sqrt2,\,0),\qquad \chi_8=(4,-1,\,0,\,0,\,0),\qquad \chi_D=(8,-1,\,0,\,0,\,0).$$

Only two classes contribute to the number of times $\Gamma$ occurs:

$$n_\Gamma=\frac1{24}\left[1\cdot8\,\chi_\Gamma(E)+8\cdot(-1)\,\chi_\Gamma(C_3)\right]=\frac{\chi_\Gamma(E)-\chi_\Gamma(C_3)}3 .$$

The table gives $n=0,0,1,1,1$ for $\Gamma_1,\dots,\Gamma_5$. Hence $\Gamma_6\otimes\Gamma_8^*=\Gamma_3+\Gamma_4+\Gamma_5$, of dimensions $2+3+3$.

### (b) Explicit states

Combining $\tfrac12$ with $\tfrac32$ gives total angular momentum $J=1$ or 2. This labelling organizes the eight band-edge states; it does not assume that the crystal is isotropic. Under an improper element the octet acquires the minus sign of the p orbital, so its character is minus that of $R$. With $\chi_1=1+2\cos\theta$ and $\chi_2=1+2\cos\theta+2\cos2\theta$,

$$J=1:\ (3,0,-1,-1,1)=\Gamma_5,\qquad J=2:\ (5,-1,1,1,-1)=\Gamma_3+\Gamma_4 .$$

To build the $J=2$ states, lower the highest one. The electron obeys the usual rule $\uparrow\to\downarrow$. For the removed electron,

$$[J_-,a_m]=-\sqrt{(\tfrac32+m+1)(\tfrac32-m)}\;a_{m+1},$$

so removing an electron of larger $m$ lowers the total projection $M=s-m$. Start from $|2,2\rangle=|\uparrow;-\tfrac32)$ and divide at each step by $\sqrt{(2+M)(3-M)}$, which is $2,\sqrt6,\sqrt6,2$:

$$|2,1\rangle=\tfrac12\left[|\downarrow;-\tfrac32)-\sqrt3\,|\uparrow;-\tfrac12)\right],$$
$$|2,0\rangle=\tfrac1{\sqrt2}\left[|\uparrow;\tfrac12)-|\downarrow;-\tfrac12)\right],$$
$$|2,-1\rangle=\tfrac12\left[\sqrt3\,|\downarrow;\tfrac12)-|\uparrow;\tfrac32)\right],\qquad |2,-2\rangle=-|\downarrow;\tfrac32).$$

Next separate $\Gamma_3$ from $\Gamma_4$.

- In $\Gamma_3$ the character of $C_2$ equals the dimension, so $C_2$ acts as the identity. About $z$ it multiplies a state by $e^{-i\pi M}$, so $\Gamma_3$ lies in the space $M=0,\pm2$.
- $S_4$ about $z$ gives $-e^{-i\pi M/2}$ (or its inverse), which is $-1$ for $M=0$ and $+1$ for $M=\pm2$. Its trace in $\Gamma_3$ is zero, so $\Gamma_3$ contains $|2,0\rangle$ and one combination of $M=\pm2$.
- A mirror $\sigma_d$ containing $z$ is inversion times a 180° rotation about a horizontal axis at 45° to $x$. That rotation takes $|2,0\rangle$ to itself and $|2,2\rangle$ to $-|2,-2\rangle$. With the extra minus sign, $\sigma_d$ gives $-1$ on $|2,0\rangle$ and exchanges $|2,2\rangle$ with $+|2,-2\rangle$. Its trace in $\Gamma_3$ is also zero, so the partner of $|2,0\rangle$ has eigenvalue $+1$ and is the sum $|2,2\rangle+|2,-2\rangle$.

Therefore

$$\Gamma_3:\quad \tfrac1{\sqrt2}\left[|\uparrow;\tfrac12)-|\downarrow;-\tfrac12)\right],\quad \tfrac1{\sqrt2}\left[|\uparrow;-\tfrac32)-|\downarrow;\tfrac32)\right],$$

$$\Gamma_4:\quad |2,1\rangle,\quad |2,-1\rangle,\quad \tfrac1{\sqrt2}\left[|\uparrow;-\tfrac32)+|\downarrow;\tfrac32)\right].$$

The $\Gamma_5$ states follow from the dipole operator itself.

### (c) Coupling to light

The dipole approximation sets the photon wavevector to zero, and the interaction is proportional to $\mathbf e\cdot\mathbf p$. Since $|0\rangle$ is invariant, the three vectors $p_i|0\rangle$ transform as $x,y,z$, that is, as $\Gamma_5$. States of inequivalent irreducible representations are orthogonal, so

$$\langle\Gamma_3|p_i|0\rangle=\langle\Gamma_4|p_i|0\rangle=0 .$$

Symmetry permits the $\Gamma_5$ element but does not prove that it is nonzero. For that we need the Bloch functions. Starting from $-(X+iY)\uparrow/\sqrt2$ and lowering,

$$|\tfrac32\rangle=-\tfrac{1}{\sqrt2}(X+iY)\uparrow,\qquad |\tfrac12\rangle=-\tfrac1{\sqrt6}(X+iY)\downarrow+\sqrt{\tfrac23}\,Z\uparrow,$$
$$|-\tfrac12\rangle=\tfrac1{\sqrt6}(X-iY)\uparrow+\sqrt{\tfrac23}\,Z\downarrow,\qquad |-\tfrac32\rangle=\tfrac1{\sqrt2}(X-iY)\downarrow .$$

Cubic symmetry gives $\langle S|p_i|X_j\rangle=P\,\delta_{ij}$, with a common phase absorbed in $S$, and $\mathbf p$ conserves spin. The component of $p_i|0\rangle$ in the octet is $P\,\mathbf d_i$, whose coefficients $\langle cs|p_i|vm\rangle/P$ can be read from the functions above:

$$\mathbf d_x=-\tfrac1{\sqrt2}|\uparrow;\tfrac32)-\tfrac1{\sqrt6}|\downarrow;\tfrac12)+\tfrac1{\sqrt6}|\uparrow;-\tfrac12)+\tfrac1{\sqrt2}|\downarrow;-\tfrac32),$$
$$\mathbf d_y=-i\left[\tfrac1{\sqrt2}|\uparrow;\tfrac32)+\tfrac1{\sqrt6}|\downarrow;\tfrac12)+\tfrac1{\sqrt6}|\uparrow;-\tfrac12)+\tfrac1{\sqrt2}|\downarrow;-\tfrac32)\right],$$
$$\mathbf d_z=\sqrt{\tfrac23}\left[|\uparrow;\tfrac12)+|\downarrow;-\tfrac12)\right].$$

The norms are $\mathbf d_x^\dagger\mathbf d_x=\tfrac12+\tfrac16+\tfrac16+\tfrac12=\tfrac43$, the same for $y$, and $\tfrac23+\tfrac23=\tfrac43$ for $z$. The product $\mathbf d_x^\dagger\mathbf d_y=-i(-\tfrac12-\tfrac16+\tfrac16+\tfrac12)$ vanishes, and $\mathbf d_z$ contains different product states. Thus

$$\mathbf d_i^\dagger\mathbf d_j=\tfrac43\,\delta_{ij}. \tag{1}$$

The normalized $\Gamma_5$ states are $|\Gamma_5,i\rangle=\tfrac{\sqrt3}2\,\mathbf d_i$, each with squared momentum element $\tfrac43P^2$. They exhaust the coupling. The orthogonality to $\Gamma_4$ can also be seen directly: the overlap of $|2,1\rangle$ with $\mathbf d_x$ is $\tfrac12(1/\sqrt2-\sqrt3/\sqrt6)=0$.

Two points fix the meaning of "three bright states". First, if all eight states are degenerate, any basis may be chosen. Six of the eight product states $|s;m)$ have a nonzero dipole, yet their dipoles span only three dimensions; the invariant statement concerns the bright *subspace*. Second, a photon travelling along $\hat{\mathbf q}$ has $\mathbf e\cdot\hat{\mathbf q}=0$. By (1), the state it excites is then orthogonal to the longitudinal state $\sum_i\hat q_i|\Gamma_5,i\rangle$. One beam drives two of the three states; the third is reached by changing the direction of the beam.

**Reading in terms of spin.** Before projection onto $\Gamma_8$, the dipole operator creates $\sum_s a^\dagger_{cs}a_{X_is}|0\rangle=\sqrt2\,|\mathrm{singlet},i\rangle$ because it does not act on spin. Hence $\mathbf d_i=\sqrt2\,Q|\mathrm{singlet},i\rangle$, where $Q$ projects onto the octet. The singlet projector restricted to the octet is

$$Q\,\mathcal P_{\rm singlet}\,Q=\tfrac12\sum_i\mathbf d_i\mathbf d_i^\dagger=\tfrac12\cdot\tfrac43\,\Pi_{5}=\tfrac23\,\Pi_5, \tag{2}$$

with $\Pi_5$ the projector on $\Gamma_5$. The dark states are pure spin triplets. The bright ones are two-thirds singlet, because spin–orbit coupling in the valence band mixes singlet and triplet.

### (d) Oscillator strength and exchange

**Envelope.** The full exciton is $\sum_{\mathbf k}\phi_{\mathbf k}a^\dagger_{c\mathbf ks}a_{v\mathbf km}|0\rangle$, with $\phi_{\mathbf k}=V^{-1/2}\int\phi(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$ in a crystal of volume $V$. The envelope is narrow in $\mathbf k$, so the band-edge momentum element is used throughout it. The contributions add coherently. Since $\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf r}=V\delta(\mathbf r)$,

$$\sum_{\mathbf k}\phi_{\mathbf k}=\sqrt V\,\phi(0),\qquad |\phi(0)|^2=\frac1{\pi a^3},$$

for a hydrogenic 1s state of radius $a$. The oscillator strength of a transition of energy $E_0$ is $2|p|^2/E_0$. With $E_P=2P^2$, its density per polarization is

$$F=\frac{2}{VE_0}\cdot\frac43P^2\,V|\phi(0)|^2=\frac43\,\frac{E_P}{E_0}\,|\phi(0)|^2. \tag{3}$$

**Short-range exchange.** In this process a pair annihilates and is recreated by the spin-independent Coulomb interaction, so it acts on singlets. Cubic symmetry makes it the same for the three p orbitals. It is $K\mathcal P_{\rm singlet}$, and (2) shows that it raises $\Gamma_5$ by $2K/3$ and leaves $\Gamma_3$ and $\Gamma_4$ together. This degeneracy belongs to the model and is not required by $T_d$: a cubic exchange term $\sum_i s_iJ_i^3$ is allowed and would split the five dark states into $2+3$. It is omitted here.

**Long-range exchange.** A longitudinal polarization wave produces a macroscopic electric field. Its frequency is a zero of the dielectric function

$$\varepsilon(E)=\varepsilon+\frac{4\pi F}{E_0^2-E^2}=0\quad\Rightarrow\quad E_L^2=E_0^2+\frac{4\pi F}{\varepsilon}.$$

For a small shift, $E_L^2-E_0^2\approx2E_0(E_L-E_0)$, and

$$\Delta_{LT}=\frac{2\pi F}{\varepsilon E_0}=\frac{8\pi}{3}\,\frac{E_P|\phi(0)|^2}{\varepsilon E_0^2}. \tag{4}$$

If coupling to propagating photons and the kinetic energy of the exciton as a whole are both left out, exchange splits the octet into $5+2+1$: dark, transverse and longitudinal. Part (e) shows that the kinetic energy is not negligible in a real crystal.

### (e) Numbers and limits

The inverse hole mass, averaged over the heavy and light bands, is $\gamma_1$, so

$$\mu=\left(\frac1{0.07}+7\right)^{-1}=0.0470 .$$

The binding energy $\mu/(2\varepsilon^2)$ hartree is 0.00409 eV, and the radius $\varepsilon/\mu$ bohr is 140.8 Å. Then $E_0=1.5-0.0041=1.4959$ eV, and

$$|\phi(0)|^2=\frac1{\pi(140.8)^3}=1.140\times10^{-7}\ \text{Å}^{-3},$$
$$F=\frac43\cdot\frac{25}{1.4959}\cdot1.140\times10^{-7}=2.54\times10^{-6}\ \text{Å}^{-3}.$$

Equation (4) gives $\Delta_{LT}=9.37\times10^{-5}$ eV, or 0.094 meV. Short-range exchange adds $2K/3=2.0\times10^{-5}$ eV to all of $\Gamma_5$. Relative to the five dark states, the two transverse states lie at $2.0\times10^{-5}$ eV and the longitudinal one at $11.4\times10^{-5}$ eV.

The thermal energy at 4 K is $3.4\times10^{-4}$ eV, larger than the whole ladder. If these eight levels are in equilibrium, $\Gamma_5$ holds 34% of the population, close to the high-temperature limit $3/8$. Within this exchange-only ladder, most excitons are then in dark states.

**Valence-band anisotropy.** The $\Gamma_8$ kinetic energy contains, in the spherical approximation, $-\bar\gamma[(\mathbf p\cdot\mathbf J)^2-\tfrac54p^2]$ with $\bar\gamma=(2\gamma_2+3\gamma_3)/5=2.6$. It mixes d waves into the envelope. To second order in $\mu\bar\gamma=0.122$, this lowers the energy by $2.2\times10^{-4}$ eV, 5% of the binding energy, and gives a d weight of 2.5% relative to the s part. The symmetry count survives: this term does not touch the electron spin, and the hole with its envelope still forms one irreducible $\Gamma_8$ quartet. The d part vanishes at $r=0$ and adds nothing to the contact amplitude. The s part contracts at the same order, however. Solving the coupled s and d equations raises $|\phi(0)|^2$ by about 20%, and $F$ and $\Delta_{LT}$ rise with it; the values above leave this out. A closure estimate of the split-off admixture gives a weight of $4\times10^{-5}$. This is too high by about a factor of two: solving the six-band equations gives $2\times10^{-5}$. The admixture still raises $|\phi(0)|^2$ by a further 2%.

**Finite photon momentum.** At first order in $\mathbf q$ the coupling involves products of two vectors, and $\Gamma_5\otimes\Gamma_5=\Gamma_1+\Gamma_3+\Gamma_4+\Gamma_5$. The states $\Gamma_3$ and $\Gamma_4$ can then appear, by electric-quadrupole and magnetic-dipole coupling respectively. With $q=2.68\times10^{-3}$ Å$^{-1}$ in the crystal and an interband length $\sqrt{E_P/2}/E_0=6.5$ Å, their relative strength is at most of order $(0.0175)^2\approx3\times10^{-4}$. This is an upper scale: the operators linear in $\mathbf q$ connect states of equal parity, whereas the s and p edge functions have opposite parity. The coupling therefore needs the crystal's lack of inversion symmetry, and that alone is not enough. With the edge functions of (c), $\Gamma_3$ and $\Gamma_4$ are pure triplets, which no spin-independent operator can create, and the spin operator does not connect $S$ to $X_i$. The coupling vanishes at this level and appears only through spin–orbit effects beyond these functions.

**Centre-of-mass motion.** An exciton created by light also carries the momentum $\mathbf q$. The hole takes the fraction $\beta=m_h/(m_e+m_h)=0.67$ of it, with $m_h=1/\gamma_1$. To first order, the anisotropic term above then separates heavy and light pairs by $2\bar\gamma\beta^2q^2\approx1.3\times10^{-4}$ eV. This is a spherical average: $\gamma_2$ replaces $\bar\gamma$ for $\mathbf q$ along [001], giving $1.0\times10^{-4}$ eV, and $\gamma_3$ replaces it along [111], giving $1.5\times10^{-4}$ eV. The splitting is thus comparable to $\Delta_{LT}$ (0.094 meV, or 0.11 meV with the contracted envelope) and grows as $q^2$. Like strain, it mixes $\Gamma_5$ with the dark states, so the $5+2+1$ ladder shows the effect of exchange alone and is not the full spectrum at finite $\mathbf q$.

**Strain.** Uniaxial strain along $z$ removes the premise of $T_d$ symmetry. Take a deformation potential of 2 eV and a strain difference of $10^{-4}$, with the sign that lowers the heavy-hole pairs ($|m|=\tfrac32$). The heavy and light pairs move by $\mp\delta$, with $\delta=2\times10^{-4}$ eV. For $M=1$, in the basis $|\downarrow;-\tfrac32)$, $|\uparrow;-\tfrac12)$, the $\Gamma_5$ state is $(\sqrt3/2,\,1/2)$. Keeping short-range exchange and omitting the long-range part,

$$H=\begin{pmatrix}-\delta&0\\0&\delta\end{pmatrix}+\frac{2K}{3}\begin{pmatrix}3/4&\sqrt3/4\\ \sqrt3/4&1/4\end{pmatrix}.$$

At $\delta=0$ one eigenstate is bright and the other, from $\Gamma_4$, is dark. For $\delta\gg K$ the eigenstates are the heavy and light pairs, which share the strength as $3:1$. Here the lower one has 73%: exchange mixes in a little of the light pair with opposite sign. The sector $M=-1$ behaves identically, so $x$-polarized light sees two lines instead of one. The total strength is unchanged, but former $\Gamma_4$ states have become bright.

**Comparison with real materials.** The parameters are rough values for a direct-gap III–V arsenide with a gap near 1.5 eV, where binding energies of about 4 meV and longitudinal–transverse splittings of about 0.1 meV are the right size. The exchange constant is less certain. The static dielectric constant has also been used at the photon energy. There the lattice no longer follows the field, which lowers the background constant, while the nearness of the gap raises its electronic part; by (4), $\Delta_{LT}$ varies as the inverse of the background value. The result is sensitive to any loss of cubic symmetry: the small strain above gives a heavy–light splitting of $4\times10^{-4}$ eV, about four times $\Delta_{LT}$. Devices can also remove the exciton itself. Its binding energy corresponds to 47 K, and the field scale for ionization, binding energy divided by radius, is 0.003 MV/cm; a drop of 1 V across 1 μm already gives 0.01 MV/cm. The fine structure is lost sooner: in the hydrogenic model, field ionization at 0.0006 MV/cm broadens the line by $1.2\times10^{-4}$ eV, more than $\Delta_{LT}$. The selection rule is therefore most useful in cold, nearly strain-free and field-free material. Even there it identifies the bright subspace of the band-edge octet, while the centre-of-mass term shares its strength among the actual lines.

## Values computed for the example and the checks

```
SYMMETRY
Octet characters: E 8, C3 -1, C2 0, S4 0, sigma_d 0
Multiplicities: {'Gamma1': 0, 'Gamma2': 0, 'Gamma3': 1, 'Gamma4': 1, 'Gamma5': 1}
Summed dipole strength Gamma3, units P^2: 1.2e-33
Summed dipole strength Gamma4, units P^2: 9.7e-32
Summed dipole strength Gamma5, units P^2: 4.000000
Strength per polarization, units P^2: 1.333333
Product states with nonzero dipole: 6
Dimension of bright subspace: 3
Spin-singlet fraction of Gamma5: 0.666667
MODEL INPUTS
Gap 1.5 eV; Kane energy 25.0 eV; split-off energy 0.35 eV
Dielectric constant 12.5; electron mass 0.07 m0
Luttinger parameters 7.0, 2.0, 3.0
Singlet exchange K 3.0e-05 eV; temperature 4.0 K
Strain potential 2.0 eV; strain difference 1.0e-04
EXCITON
Reduced mass: 0.04698 m0
Binding energy: 0.004091 eV
Bohr radius: 140.80 angstrom
Exciton energy before exchange: 1.495909 eV
Vacuum wavelength: 8288.2 angstrom
Envelope density at contact: 1.1404e-07 angstrom^-3
Factor (4/3) E_P/E0: 22.2830
Oscillator density: 2.5411e-06 angstrom^-3
Longitudinal shift: 9.3690e-05 eV = 0.0937 meV
Shift from dielectric zero: 9.3687e-05 eV
Dark: 5 states at 0 eV
Transverse: 2 states at 2.0000e-05 eV
Longitudinal: 1 states at 1.1369e-04 eV
Thermal population of Gamma5: 0.3427
NEGLECTED EFFECTS
Mean Luttinger parameter: 2.600; times mu: 0.1221
d-wave lowering of energy: 2.194e-04 eV
d-wave lowering / binding: 0.0536
d-wave weight relative to s: 0.0252
Split-off weight, closure estimate: 4.08e-05
Photon wavevector inside: 2.6802e-03 angstrom^-1
Interband length: 6.524 angstrom
Relative strength beyond dipole, estimate: 3.06e-04
Thermal energy: 3.447e-04 eV
Binding energy / kB: 47.47 K
Ionizing field scale: 0.00291 MV/cm
Strain heavy-light splitting: 4.00e-04 eV
x-polarized lines without, with strain: 1, 2
x strength in lower strained line: 0.7305
```
